# Variational bound on phonon thermal conductivity and Matthiessen's rule: verification in Python

```python
"""Variational bound for phonon heat conduction and Matthiessen's rule.

Result under test: for P f = X with P symmetric and positive semidefinite,
    kappa >= <X,f>^2 / (V T^2 <f,P f>) for every trial f,
and for P = P1 + P2 the resistivities W = 1/kappa obey W >= W1 + W2.
Hartree atomic units, temperature as an energy (k_B = 1).
n0: Bose occupation; X = omega * velocity * n0 * (n0 + 1); V: volume.
Occupation n = n0 + n0*(n0+1)*phi/T; linear collision term = -P phi / T.
The model has integer frequencies, so all resonances are exact.
"""
import numpy as np
from scipy import constants as sc

# ---------- model parameters ----------
N = 63                    # wavevectors, q = 2 pi m / (N a)
a = 10.0                  # lattice constant, bohr
area = 100.0              # cross-section per chain, bohr^2
quantum = 2.0e-5          # frequency step, hartree
T = 1.0e-3                # temperature, hartree
w_ref = 1.0e-3            # reference frequency, hartree
A3 = 1.0e-6               # three-phonon rate scale, atomic units
D = 1.0e-5                # defect rate scale, atomic units
V = N * a * area
half = (N - 1) // 2

modes = [(b, m) for b in (1, 2) for m in range(-half, half + 1) if m != 0]
index = {mode: i for i, mode in enumerate(modes)}
branch = np.array([b for b, m in modes])
m = np.array([mm for b, mm in modes])
level = branch * np.abs(m)
omega = quantum * level
velocity = np.sign(m) * branch * quantum * N * a / (2 * np.pi)
M = len(modes)


def bose(temp):
    return 1.0 / np.expm1(omega / temp)


n0 = bose(T)
X = omega * velocity * n0 * (n0 + 1)

# ---------- enumerate collisions ----------
three, is_normal = [], []
for i in range(M):
    for j in range(i, M):
        total = int(m[i] + m[j])
        folded = (total + half) % N - half
        for b in (1, 2):
            k = index.get((b, folded))
            if k is not None and level[i] + level[j] == level[k]:
                three.append((i, j, k))
                is_normal.append(total == folded)
three = np.array(three)
is_normal = np.array(is_normal)
I, J, K = three.T
rate3 = A3 * omega[I] * omega[J] * omega[K] / w_ref**3
rate3 = rate3 * np.where(I == J, 0.5, 1.0)   # identical pair counted once
pairs = np.array([(i, j) for i in range(M) for j in range(i + 1, M)
                  if level[i] == level[j]])
E1, E2 = pairs.T
rate2 = D * (omega[E1] / w_ref)**2


def collide(n):
    """Full nonlinear collision term, three-phonon plus defects."""
    dn = np.zeros(M)
    r = rate3 * (n[I] * n[J] * (n[K] + 1) - (n[I] + 1) * (n[J] + 1) * n[K])
    np.add.at(dn, I, -r)
    np.add.at(dn, J, -r)
    np.add.at(dn, K, r)
    r = rate2 * (n[E1] - n[E2])
    np.add.at(dn, E1, -r)
    np.add.at(dn, E2, r)
    return dn


def three_matrix(select):
    """Sum of weight * (f1 + f2 - f3)^2 written as a matrix."""
    S = np.zeros((len(three), M))
    rows = np.arange(len(three))
    np.add.at(S, (rows, I), 1.0)
    np.add.at(S, (rows, J), 1.0)
    np.add.at(S, (rows, K), -1.0)
    weight = rate3 * (n0[I] + 1) * (n0[J] + 1) * n0[K] * select
    return S.T @ (weight[:, None] * S)


S2 = np.zeros((len(pairs), M))
S2[np.arange(len(pairs)), E1] = 1.0
S2[np.arange(len(pairs)), E2] = -1.0
P_D = S2.T @ ((rate2 * n0[E1] * (n0[E1] + 1))[:, None] * S2)
P_N = three_matrix(is_normal)
P_U = three_matrix(~is_normal)
P_A = P_N + P_U
P = P_A + P_D


def solve(matrix):
    """Return kappa, solution f, dimension of the null space."""
    val, vec = np.linalg.eigh(matrix)
    null = val < 1e-11 * val[-1]
    overlap = np.linalg.norm(vec[:, null].T @ X) / np.linalg.norm(X)
    if overlap > 1e-7:
        return np.inf, None, int(null.sum())
    good = vec[:, ~null]
    f = good @ ((good.T @ X) / val[~null])
    return X @ f / (V * T**2), f, int(null.sum())


def quotient(f, matrix):
    return (X @ f)**2 / (V * T**2 * (f @ matrix @ f))


kappa, f_star, null_all = solve(P)
kappa_A, f_A, null_A = solve(P_A)
kappa_D, f_D, null_D = solve(P_D)
kappa_N, _, null_N = solve(P_N)
kappa_U, _, null_U = solve(P_U)
kappa_ND, _, _ = solve(P_N + P_D)

# ---------- test: linear operator from the nonlinear collision term ----------
jac = np.zeros((M, M))
for c in range(M):
    h = 1e-2 * T / (n0[c] + 1)
    dn = np.zeros(M)
    dn[c] = n0[c] * (n0[c] + 1) * h / T
    jac[:, c] = -T * (collide(n0 + dn) - collide(n0 - dn)) / (2 * h)
err_jac = np.max(np.abs(jac - P)) / np.max(np.abs(P))
assert err_jac < 1e-8
assert np.max(np.abs(jac - jac.T)) < 1e-8 * np.max(np.abs(P))
assert np.linalg.eigvalsh((jac + jac.T) / 2)[0] > -1e-8 * np.max(np.abs(P))

# ---------- test: conserved quantities ----------
assert null_A == 1 and null_N == 2
assert np.linalg.norm(P_A @ omega) < 1e-10 * np.linalg.norm(P_A) * np.linalg.norm(omega)
assert np.linalg.norm(P_N @ m) < 1e-10 * np.linalg.norm(P_N) * np.linalg.norm(m)
assert m @ P_U @ m > 0 and abs(X @ m) > 0
assert np.isinf(kappa_N) and np.isinf(kappa_U) and np.isfinite(kappa_A)

# ---------- test: kappa from the flux of the nonlinear steady state ----------
grad = 1e-6 * T**2 / np.max(np.abs(f_star))
step = 1e-4 * T
drift = grad * velocity * (bose(T + step) - bose(T - step)) / (2 * step)
P_inv = np.linalg.pinv(P, rcond=1e-11, hermitian=True)
phi = np.zeros(M)
for _ in range(12):
    n = n0 + n0 * (n0 + 1) * phi / T
    phi = phi + T * (P_inv @ (drift + collide(n)))
n = n0 + n0 * (n0 + 1) * phi / T
residual = np.max(np.abs(drift + collide(n))) / np.max(np.abs(drift))
kappa_flux = np.sum(omega * velocity * (n - n0)) / (V * grad)
assert residual < 1e-5
assert abs(kappa_flux / kappa - 1) < 1e-5

# ---------- test: entropy production from the Bose entropy ----------
scale = 1e-3 * T / np.max((n0 + 1) * np.abs(f_star))
entropy = 0.0
for sign in (1, -1):
    n = n0 + sign * n0 * (n0 + 1) * scale * f_star / T
    entropy += 0.5 * np.sum(np.log((n + 1) / n) * collide(n))
g_equiv = scale * T                       # phi = (g/T) f
entropy_ratio = entropy / (V * kappa_flux * g_equiv**2 / T**2)
assert abs(entropy_ratio - 1) < 1e-4

# ---------- test: trial functions never exceed the flux value ----------
diag = np.diag(P)
trials = {"drift f = q": m.astype(float),
          "constant lifetime f = omega*v": omega * velocity,
          "single-mode f = X/P_diag": X / diag}
trial_kappa = {name: quotient(f, P) for name, f in trials.items()}
rng = np.random.default_rng(3)
best_random = 0.0
for size in (0.01, 0.1, 1.0, 10.0):
    for _ in range(200):
        f = f_star + size * np.std(f_star) * rng.standard_normal(M)
        best_random = max(best_random, quotient(f, P))
for value in list(trial_kappa.values()) + [best_random]:
    assert value <= kappa_flux * (1 + 1e-5)

ritz = []
x = np.abs(m) / half
for degree in (0, 1, 2, 4, 8):
    basis = np.array([np.where(branch == b, np.sign(m) * x**p, 0.0)
                      for b in (1, 2) for p in range(degree + 1)]).T
    basis, _ = np.linalg.qr(basis)
    rhs = basis.T @ X
    value = rhs @ np.linalg.solve(basis.T @ P @ basis, rhs) / (V * T**2)
    ritz.append((degree, basis.shape[1], value))
    assert value <= kappa_flux * (1 + 1e-5)
assert all(ritz[i + 1][2] >= ritz[i][2] * (1 - 1e-10) for i in range(len(ritz) - 1))

# ---------- test: error of kappa is second order in the trial error ----------
h = rng.standard_normal(M)
h -= f_star * (X @ h) / (X @ f_star)
h *= np.sqrt((f_star @ P @ f_star) / (h @ P @ h))
deficits = []
for eps in (0.2, 0.1):
    deficit = 1 - quotient(f_star + eps * h, P) / kappa_flux
    deficits.append(deficit)
    assert abs(deficit - eps**2 / (1 + eps**2)) < 2e-5

# ---------- test: relaxation-time formula is not itself a bound ----------
rta = np.sum(X**2 / diag) / (V * T**2)
rta_D = np.sum(X**2 / np.diag(P_D)) / (V * T**2)
assert rta_D > kappa_D * 1.01
assert quotient(X / np.diag(P_D), P_D) <= kappa_D * (1 + 1e-10)

# ---------- test: Matthiessen's rule ----------
W, W_A, W_D, W_ND = 1 / kappa, 1 / kappa_A, 1 / kappa_D, 1 / kappa_ND
table = []
for factor in (0.01, 0.1, 1.0, 10.0, 100.0):
    W_true = 1 / solve(P_A + factor * P_D)[0]
    W_sum = W_A + 1 / solve(factor * P_D)[0]
    table.append((factor, W_true, W_sum, 100 * (1 - W_sum / W_true)))
    assert W_true > W_sum * (1 + 1e-9)
assert 1 / kappa_flux > W_A + W_D
assert W_ND > W_D * (1 + 1e-9)
share_A = V * T**2 * (f_star @ P_A @ f_star) / (X @ f_star)**2
share_D = V * T**2 * (f_star @ P_D @ f_star) / (X @ f_star)**2
assert share_A >= W_A and share_D >= W_D
assert abs((share_A + share_D) * kappa_flux - 1) < 1e-5

# Equality case: a different operator with the same solution direction.
Q = np.eye(M) - np.outer(f_A, f_A) / (f_A @ f_A)
P_same = 0.7 * np.outer(X, X) / (X @ f_A)
P_same += np.mean(np.diag(P_A)) * Q @ np.diag(rng.uniform(0.5, 2, M)) @ Q
W_same = 1 / solve(P_same)[0]
W_joint = 1 / solve(P_A + P_same)[0]
equality_ratio = W_joint / (W_A + W_same)
assert abs(equality_ratio - 1) < 1e-7

# ---------- output ----------
to_SI = sc.k * sc.value("Hartree energy") / (sc.hbar * sc.value("Bohr radius"))
kelvin = T * sc.value("Hartree energy") / sc.k
print(f"wavevectors N = {N}, modes kept = {M}")
print(f"lattice constant = {a:.1f} bohr, cross-section = {area:.1f} bohr^2")
print(f"frequency step = {quantum:.1e} hartree, reference = {w_ref:.1e} hartree")
print(f"temperature = {T:.1e} hartree = {kelvin:.1f} K")
print(f"rate scales: three-phonon {A3:.1e}, defect {D:.1e} a.u.")
print(f"branch speeds = {abs(velocity[0]):.5f}, {abs(velocity[-1]):.5f} a.u.")
print(f"top frequencies = {omega[branch == 1].max():.2e}, {omega.max():.2e} hartree")
print(f"events: normal {is_normal.sum()}, umklapp {(~is_normal).sum()}, elastic {len(pairs)}")
print(f"null vectors: normal {null_N}, umklapp {null_U}, both {null_A}, defects {null_D}")
print(f"operator vs numerical derivative, relative error = {err_jac:.1e}")
print(f"kappa from linear solution = {kappa:.7f} a.u.")
print(f"kappa from nonlinear steady flux = {kappa_flux:.7f} a.u.")
print(f"entropy production / (V kappa g^2/T^2) = {entropy_ratio:.7f}")
print("Trial kappa (a.u.) and fraction of full kappa:")
for name, value in trial_kappa.items():
    print(f"  {name}: {value:.6f}, {value / kappa:.5f}")
print(f"  best of 800 random trials: {best_random:.6f}, {best_random / kappa:.5f}")
print("Polynomial trials: degree, functions, kappa (a.u.), fraction:")
for degree, size, value in ritz:
    print(f"  {degree}, {size}, {value:.6f}, {value / kappa:.5f}")
print(f"kappa deficit for trial error 0.2: {100 * deficits[0]:.3f} %")
print(f"kappa deficit for trial error 0.1: {100 * deficits[1]:.3f} %")
print(f"relaxation-time formula, all collisions = {rta:.6f} a.u.")
print(f"defects only: relaxation-time {rta_D:.6f}, full {kappa_D:.6f} a.u.")
print(f"W three-phonon alone = {W_A:.5f} a.u.")
print(f"W defects alone = {W_D:.5f} a.u.")
print(f"Matthiessen sum = {W_A + W_D:.5f} a.u.")
print(f"W true total = {W:.5f} a.u.")
print(f"shares of W at joint solution: {share_A:.5f}, {share_D:.5f} a.u.")
print(f"W normal alone = {1 / kappa_N:.1f}, umklapp alone = {1 / kappa_U:.1f} a.u.")
print(f"W normal + defects = {W_ND:.5f} a.u.")
print("Defect factor, true W, Matthiessen W (a.u.), underestimate (%):")
for factor, W_true, W_sum, gap in table:
    print(f"  {factor:g}, {W_true:.5f}, {W_sum:.5f}, {gap:.3f}")
print(f"equality case, true W / Matthiessen W = {equality_ratio:.9f}")
print(f"true kappa = {kappa * to_SI:.3f} W/(m K)")
print(f"Matthiessen kappa = {to_SI / (W_A + W_D):.3f} W/(m K)")
print("verified")
```

It prints:

```
wavevectors N = 63, modes kept = 124
lattice constant = 10.0 bohr, cross-section = 100.0 bohr^2
frequency step = 2.0e-05 hartree, reference = 1.0e-03 hartree
temperature = 1.0e-03 hartree = 315.8 K
rate scales: three-phonon 1.0e-06, defect 1.0e-05 a.u.
branch speeds = 0.00201, 0.00401 a.u.
top frequencies = 6.20e-04, 1.24e-03 hartree
events: normal 994, umklapp 38, elastic 122
null vectors: normal 2, umklapp 86, both 1, defects 47
operator vs numerical derivative, relative error = 5.3e-14
kappa from linear solution = 0.0175274 a.u.
kappa from nonlinear steady flux = 0.0175274 a.u.
entropy production / (V kappa g^2/T^2) = 1.0000004
Trial kappa (a.u.) and fraction of full kappa:
  drift f = q: 0.001977, 0.11279
  constant lifetime f = omega*v: 0.001665, 0.09499
  single-mode f = X/P_diag: 0.017189, 0.98067
  best of 800 random trials: 0.017526, 0.99994
Polynomial trials: degree, functions, kappa (a.u.), fraction:
  0, 2, 0.008378, 0.47798
  1, 4, 0.010281, 0.58658
  2, 6, 0.013562, 0.77375
  4, 10, 0.016064, 0.91649
  8, 18, 0.017208, 0.98177
kappa deficit for trial error 0.2: 3.846 %
kappa deficit for trial error 0.1: 0.990 %
relaxation-time formula, all collisions = 0.020122 a.u.
defects only: relaxation-time 0.060831, full 0.035663 a.u.
W three-phonon alone = 18.59526 a.u.
W defects alone = 28.04022 a.u.
Matthiessen sum = 46.63548 a.u.
W true total = 57.05339 a.u.
shares of W at joint solution: 26.84681, 30.20658 a.u.
W normal alone = 0.0, umklapp alone = 0.0 a.u.
W normal + defects = 56.31757 a.u.
Defect factor, true W, Matthiessen W (a.u.), underestimate (%):
  0.01, 19.56589, 18.87566, 3.528
  0.1, 25.65623, 21.39928, 16.592
  1, 57.05339, 46.63548, 18.260
  10, 312.34206, 298.99747, 4.272
  100, 2836.46342, 2822.61738, 0.488
equality case, true W / Matthiessen W = 1.000000000
true kappa = 189.054 W/(m K)
Matthiessen kappa = 231.287 W/(m K)
verified
```
